# Electron Temperature and Current Noise in a Voltage-Biased Diffusive Metallic Wire: test program

```python
# Hot-electron shot noise of a diffusive wire (L_ee << L << L_e-ph).
# Result under test, xi = x/L, y = eV/kT0, v = sqrt(3) y/(2 pi), G = 1/R, I = G V:
#   (kT)^2 = (kT0)^2 + (3/pi^2)(eV)^2 xi(1-xi)
#   S = 4kG int T dxi = 2 G kT0 [1 + (v+1/v) arctan v],  F = S/2eI -> sqrt(3)/4, y >> 1.
# Without collisions S = (2/3) G kT0 [4 + y coth(y/2)],  F -> 1/3.
# S is the one-sided zero-frequency current noise. The tests use e = k = 1.
import numpy as np
import mpmath as mp
from scipy.constants import e, k
from scipy.special import expit
from scipy.integrate import quad, solve_ivp, simpson
from scipy.optimize import brentq
from scipy.linalg import solve_banded

pi, r3 = np.pi, np.sqrt(3.0)
fermi = lambda E, mu, T: expit(-(E - mu) / T)
t_prof = lambda xi, y: np.sqrt(1 + 3 * y**2 * xi * (1 - xi) / pi**2)  # T/T0
vof = lambda y: r3 * y / (2 * pi)
s_hot = lambda y: 2 * (1 + (vof(y) + 1 / vof(y)) * np.arctan(vof(y)))  # S/(G kT0)
s_cold = lambda y: (2 / 3) * (4 + y / np.tanh(y / 2))
f_diff = lambda y: r3 / (2 * pi) * ((1 - vof(y)**-2) * np.arctan(vof(y)) + 1 / vof(y))
s_quad = lambda y: 8 * quad(t_prof, 0, 0.5, args=(y,), epsabs=1e-12, epsrel=1e-12, limit=400)[0]

# composite Gauss-Legendre energy grid with panel edges at 0 and +-1/2 (energies in eV units)
edges = np.linspace(-12, 12, 481)
gx, gw = np.polynomial.legendre.leggauss(6)
E = ((edges[:-1] + edges[1:])[:, None] / 2 + 0.025 * gx).ravel()
W = np.tile(0.025 * gw, 480)
step0 = (E < 0) * 1.0

# Fermi moments from quadrature
for mu, T in [(0.37, 0.05), (0.37, 0.3), (-0.21, 0.13)]:
    f = fermi(E, mu, T)
    assert abs((f - step0) @ W - mu) < 1e-9
    assert abs((f - step0) @ (W * E) - (mu**2 / 2 + pi**2 * T**2 / 6)) < 1e-9
    assert abs(f * (1 - f) @ W - T) < 1e-9

# Kirchhoff: unit current source across resistor j at fixed bias gives current r_j/R
r = np.random.default_rng(1).uniform(0.2, 3.0, 9)
g = 1 / r
K = np.diag(g[:-1] + g[1:]) - np.diag(g[1:-1], 1) - np.diag(g[1:-1], -1)
for j in range(9):
    src = np.zeros(9); src[j] = 1
    phi = np.concatenate([[0], np.linalg.solve(K, src[:-1] - src[1:]), [0]])
    assert np.allclose(g * (phi[:-1] - phi[1:]) + src, r[j] / r.sum(), atol=1e-12)

# nonlinear heat equation d/dx(L0 s T T') = -I^2/s by shooting; s(x) = sigma*area, T0 = 1
def shoot(y, s):
    R = quad(lambda x: 1 / s(x), 0, 1, epsabs=1e-13, epsrel=1e-13)[0]
    I, L0 = y / R, pi**2 / 3
    rhs = lambda x, u: [u[1] / (L0 * s(x) * u[0]), -I**2 / s(x), u[0] / s(x), 1 / s(x)]
    low = lambda x, u: u[0] - 0.5
    low.terminal = True
    run = lambda q, **kw: solve_ivp(rhs, (0, 1), [1, q, 0, 0], method="DOP853",
                                    rtol=1e-11, atol=1e-12, events=low, **kw)
    q0 = brentq(lambda q: run(q).y[0, -1] - 1, 0, I * y, xtol=1e-11)
    u = run(q0, t_eval=np.linspace(0, 1, 21)).y
    assert np.allclose(u[0], t_prof(np.clip(u[3] / R, 0, 1), y), rtol=1e-6)
    assert abs(q0 / (I * y) - 0.5) < 1e-7
    assert abs(4 * u[2, -1] / R / s_hot(y) - 1) < 1e-7
    return 4 * u[2, -1] / R, q0 / (I * y)

# chain of M equal tunnel junctions, eV = 1; islands fixed by number and energy conservation
def chain_fano(M, T0, hot=True):
    fL, fR = [fermi(E, m, T0) if T0 > 0 else (E < m) * 1.0 for m in (0.5, -0.5)]
    a = np.arange(1, M)[:, None] / M
    fi = (1 - a) * fL + a * fR          # elastic islands; their moments conserve both currents
    if hot:
        n_t, u_t = (fi - step0) @ W, (fi - step0) @ (W * E)
        mu, T = np.zeros((M - 1, 1)), np.full((M - 1, 1), 0.3)
        for _ in range(40):
            fi = fermi(E, mu, T)
            rn, ru = n_t - (fi - step0) @ W, u_t - (fi - step0) @ (W * E)
            if max(abs(rn).max(), abs(ru).max()) < 1e-11:
                break
            dm = fi * (1 - fi) / T
            ds = dm * (E - mu)
            A, B, C, D = dm @ W, ds @ W, dm @ (W * E), ds @ (W * E)
            det = A * D - B * C
            mu = mu + ((D * rn - B * ru) / det)[:, None]
            T = T * np.exp((A * ru - C * rn) / det)[:, None]
        else:
            raise AssertionError("island equations not converged")
    fa = np.vstack([fL, fi, fR])
    sj = 2 * M * ((fa[:-1] * (1 - fa[1:]) + fa[1:] * (1 - fa[:-1])) @ W)
    return sj.sum() / M**2 / 2

F_inf = float(2 * mp.sqrt(3) / mp.pi * mp.quad(lambda x: mp.sqrt(x * (1 - x)), [0, 1]))
assert abs(F_inf - r3 / 4) < 1e-12
Fc = {M: chain_fano(M, 0.0) for M in (10, 100, 400)}
assert abs(Fc[400] - r3 / 4) < 1e-4 and abs(Fc[400] - r3 / 4) < abs(Fc[10] - r3 / 4)
F10 = chain_fano(400, 0.1)
assert abs(F10 / (s_hot(10) / 20) - 1) < 5e-5      # discreteness error of order 1/M^2
for M in (2, 5, 400):
    assert abs(chain_fano(M, 0.0, False) - (1 + 2 / M**2) / 3) < 1e-10
# pointwise at T0 = 0: two-step f and Fermi f have equal energy, the Fermi f is noisier
for xi in (0.05, 0.3, 0.5):
    fc = (1 - xi) * (E < 0.5) + xi * (E < -0.5)
    fh = fermi(E, 0.5 - xi, r3 / pi * np.sqrt(xi * (1 - xi)))
    assert abs((fc - fh) @ (W * E)) < 1e-9
    ratio = (fc * (1 - fc) @ W) / (fh * (1 - fh) @ W)
    assert abs(ratio - pi / r3 * np.sqrt(xi * (1 - xi))) < 1e-8 and ratio < 1

# relaxation-time kinetic model f'' = gamma^2 (f - f_eq), energies in kT0
def kinetic(y, gam):
    x, En, dE = np.linspace(0, 1, 2001), np.linspace(-100, 100, 401), 0.5
    h2, ref = (x[1] - x[0])**2, fermi(En, 0, 1)
    geq = fermi(En, (y * (0.5 - x))[:, None], t_prof(x, y)[:, None]) - ref
    ab = np.zeros((3, 1999)); ab[0] = -1; ab[2] = -1; ab[1] = 2 + gam**2 * h2
    b = gam**2 * h2 * geq[1:-1]
    b[0] += geq[0]; b[-1] += geq[-1]
    gs = np.vstack([geq[0], solve_banded((1, 1), ab, b), geq[-1]])
    # collision term must conserve number and energy: holds only for the right profile
    assert abs((gs - geq).sum(1) * dE).max() < 1e-7 and abs((gs - geq) @ En * dE).max() < 1e-7
    noise = lambda q: 4 * simpson(((q + ref) * (1 - q - ref)).sum(1) * dE, x=x)
    return noise(gs), noise(geq)

kin = {gm: kinetic(10.0, gm) for gm in (0, 3, 10, 30, 500, 1000)}
assert abs(kin[0][0] / s_cold(10) - 1) < 1e-8 and abs(kin[1000][0] / s_hot(10) - 1) < 1e-5
rate = (kin[500][0] - kin[500][1]) / (kin[1000][0] - kin[1000][1])
assert 3.5 < rate < 4.2
assert kinetic(1.0, 1000)[0] < kinetic(1.0, 0)[0] and kin[1000][0] > kin[0][0]
y_cross = brentq(lambda y: s_hot(y) - s_cold(y), 1, 10)
assert abs(kinetic(y_cross, 1000)[0] / kinetic(y_cross, 0)[0] - 1) < 1e-5

# expansions and differential Fano factor against quadrature
c_hot, c_cold = (s_quad(0.05) - 4) / 0.05**2, (kinetic(0.05, 0)[0] - 4) / 0.05**2
assert abs(c_hot - 1 / pi**2) < 1e-4 and abs(c_cold - 1 / 9) < 1e-4
for y in (40.0, 100.0):
    v = vof(y)
    assert abs(s_quad(y) / (2 * y) - r3 / 4 * (1 + v**-2 - 4 / (3 * pi * v**3))) < v**-5
    assert abs((s_quad(y) - 4) / (2 * y) - (r3 / 4 - 2 / y)) < 0.5 * v**-2
for y in (2.0, 10.0, 46.0):
    assert abs((s_quad(y + 1e-2) - s_quad(y - 1e-2)) / 4e-2 - f_diff(y)) < 1e-6
s_taper, q_taper = shoot(10.0, lambda x: 1 + 3 * x**2)

print(f"F hot, T0=0, quadrature = {F_inf:.6f}; sqrt(3)/4 = {r3/4:.6f}")
print(f"kT_max/eV at T0=0 = {r3/(2*pi):.6f}; mean kT/eV = {F_inf/2:.6f}")
for M in Fc:
    print(f"tunnel chain, T0=0, M={M}: F hot = {Fc[M]:.6f}")
print(f"tunnel chain, T0=0, M=400: F elastic = {chain_fano(400, 0.0, False):.6f}")
print(f"cold/hot local noise ratio at midpoint, T0=0 = {ratio:.6f}")
print(f"y=10: S/GkT0 hot formula = {s_hot(10):.6f}; cold formula = {s_cold(10):.6f}")
print(f"y=10: S/GkT0 chain M=400 = {20*F10:.6f}; tapered wire = {s_taper:.6f}")
print(f"y=10: tapered wire, heat fraction out of left end = {q_taper:.6f}")
for gm in kin:
    print(f"y=10: kinetic model, L/L_ee={gm}: S/GkT0 = {kin[gm][0]:.6f}")
print(f"deviation ratio gamma 500/1000 = {rate:.3f}")
print(f"small bias (S/GkT0-4)/y^2 at y=0.05: hot {c_hot:.5f}, cold {c_cold:.5f}")
print(f"y=1: S/GkT0 hot = {s_hot(1.0):.5f}, cold = {s_cold(1.0):.5f}")
print(f"hot = cold noise at eV/kT0 = {y_cross:.4f}")

# worked example, round model parameters
R, V, T0 = 50.0, 0.2e-3, 0.05
G, y = 1 / R, e * V / (k * T0)
I, unit = G * V, G * k * T0
s_ex, q_ex = shoot(y, lambda x: 1.0)
print(f"example: R = {R:.0f} ohm, V = {V*1e3:.1f} mV, T0 = {T0:.2f} K")
print(f"G = {G*1e3:.1f} mS, I = {I*1e6:.2f} uA")
print(f"Lorenz number L0 = {pi**2*k**2/(3*e**2):.5e} V^2/K^2")
print(f"eV/k = {e*V/k:.4f} K, y = eV/kT0 = {y:.4f}, v = {vof(y):.4f}")
print(f"V^2/L0 = {V**2*3*e**2/(pi*k)**2:.5f} K^2, arctan v = {np.arctan(vof(y)):.5f}")
for xi in (0.01, 0.1, 0.25, 0.5):
    print(f"T(xi={xi}) = {T0*t_prof(xi, y):.4f} K")
print(f"mean T = {T0*s_hot(y)/4:.4f} K (shooting {T0*s_ex/4:.4f} K)")
print(f"Joule power = {I*V*1e12:.1f} pW, out of each end = {q_ex*I*V*1e12:.1f} pW")
print(f"S hot = {unit*s_hot(y):.4e} A^2/Hz = ({np.sqrt(unit*s_hot(y))*1e12:.4f} pA)^2/Hz")
print(f"S cold = {unit*s_cold(y):.4e} A^2/Hz")
print(f"4kT0G = {4*unit:.4e} A^2/Hz, 2eI = {2*e*I:.4e} A^2/Hz")
print(f"S/2eI: hot = {s_hot(y)/(2*y):.5f}, cold = {s_cold(y)/(2*y):.5f}")
print(f"excess (S-4kT0G)/2eI hot = {(s_hot(y)-4)/(2*y):.5f}; 2kT0/eV = {2/y:.5f}")
print(f"differential (1/2e) dS/dI hot = {f_diff(y):.5f}; 1/v^2 = {vof(y)**-2:.5f}")
print("no test failed")
```

Output:

```
F hot, T0=0, quadrature = 0.433013; sqrt(3)/4 = 0.433013
kT_max/eV at T0=0 = 0.275664; mean kT/eV = 0.216506
tunnel chain, T0=0, M=10: F hot = 0.440880
tunnel chain, T0=0, M=100: F hot = 0.433153
tunnel chain, T0=0, M=400: F hot = 0.433027
tunnel chain, T0=0, M=400: F elastic = 0.333338
cold/hot local noise ratio at midpoint, T0=0 = 0.906900
y=10: S/GkT0 hot formula = 9.628813; cold formula = 9.333939
y=10: S/GkT0 chain M=400 = 9.628888; tapered wire = 9.628813
y=10: tapered wire, heat fraction out of left end = 0.500000
y=10: kinetic model, L/L_ee=0: S/GkT0 = 9.333939
y=10: kinetic model, L/L_ee=3: S/GkT0 = 9.484681
y=10: kinetic model, L/L_ee=10: S/GkT0 = 9.552422
y=10: kinetic model, L/L_ee=30: S/GkT0 = 9.609670
y=10: kinetic model, L/L_ee=500: S/GkT0 = 9.628687
y=10: kinetic model, L/L_ee=1000: S/GkT0 = 9.628781
deviation ratio gamma 500/1000 = 3.888
small bias (S/GkT0-4)/y^2 at y=0.05: hot 0.10132, cold 0.11111
y=1: S/GkT0 hot = 4.09983, cold = 4.10930
hot = cold noise at eV/kT0 = 6.8841
example: R = 50 ohm, V = 0.2 mV, T0 = 0.05 K
G = 20.0 mS, I = 4.00 uA
Lorenz number L0 = 2.44300e-08 V^2/K^2
eV/k = 2.3209 K, y = eV/kT0 = 46.4181, v = 12.7958
V^2/L0 = 1.63733 K^2, arctan v = 1.49280
T(xi=0.01) = 0.1368 K
T(xi=0.1) = 0.3871 K
T(xi=0.25) = 0.5563 K
T(xi=0.5) = 0.6417 K
mean T = 0.5055 K (shooting 0.5055 K)
Joule power = 800.0 pW, out of each end = 400.0 pW
S hot = 5.5829e-25 A^2/Hz = (0.7472 pA)^2/Hz
S cold = 4.6406e-25 A^2/Hz
4kT0G = 5.5226e-26 A^2/Hz, 2eI = 1.2817e-24 A^2/Hz
S/2eI: hot = 0.43557, cold = 0.36206
excess (S-4kT0G)/2eI hot = 0.39248; 2kT0/eV = 0.04309
differential (1/2e) dS/dI hot = 0.43054; 1/v^2 = 0.00611
no test failed
```
